# Collisional Absorption Across a Magnetic Field and Loss of the Cyclotron Peak

## The decision

A power calculation for a magnetized microwave plasma must settle early whether the coil current should be tuned to cyclotron resonance. At low pressure the tuning can change the absorbed power per electron by orders of magnitude. At high pressure it gains little or nothing. The choice depends on the collision rate $\nu$ compared with the wave frequency $\omega$. If $\nu$ is the same for electrons of all speeds, no magnetic field raises the absorption once $\nu\ge\sqrt3\,\omega$, so the peak has gone well before $\nu\gg\omega$. In a gas such as argon, whose slow electrons collide rarely, a peak at the resonant field can outlast this limit, depending on how the electron energies are distributed, as the last section explains.

This holds when the magnetic field is scanned at fixed $\omega$, $\nu$, electron density and local electric field. A frequency scan has a different condition, derived below.

## Model and conventions

Electrons have density $n$, mass $m$ and charge $-e$, with $e>0$. Units are Gaussian. The fields are

$$\mathbf E=E_0\cos(\omega t)\,\hat{\mathbf x},\qquad \mathbf B=B\,\hat{\mathbf z},\qquad \omega_c=\frac{eB}{mc}.$$

$E_0$ is the peak value, not the rms value, of the total field inside the plasma. It includes whatever the plasma currents and charges add to the launched wave. Ions are at rest, the plasma is uniform, and thermal motion through the wave is neglected.

Let $\mathbf v$ be the mean electron velocity. In a short time $dt$ a fraction $\nu\,dt$ of the electrons collide, and their mean velocity is reset to zero. The rest keep theirs and gain $\mathbf a\,dt$, where $\mathbf a$ is the acceleration by the fields. Hence

$$\mathbf v(t+dt)=(1-\nu\,dt)(\mathbf v+\mathbf a\,dt)=\mathbf v+(\mathbf a-\nu\mathbf v)\,dt+O(dt^2).$$

Collisions thus act as a friction force $-m\nu\mathbf v$ on the mean motion. If scattering is not isotropic, $\nu$ is the rate of momentum loss rather than the rate of all collisions. Here it is taken to be independent of electron speed. The equation of motion is

$$m\frac{d\mathbf v}{dt}=-e\mathbf E-\frac ec\,\mathbf v\times\mathbf B-m\nu\mathbf v .$$

## Two rotating responses

Since $\mathbf v\times\mathbf B=B(v_y,-v_x,0)$, the components are

$$\dot v_x=-\frac{eE_0}{m}\cos\omega t-\omega_c v_y-\nu v_x,\qquad
\dot v_y=\omega_c v_x-\nu v_y .$$

Multiply the second equation by $i$, add it to the first and define $w=v_x+iv_y$. The magnetic terms combine because $-\omega_cv_y+i\omega_cv_x=i\omega_c w$:

$$\dot w=-\frac{eE_0}{2m}\left(e^{i\omega t}+e^{-i\omega t}\right)+(i\omega_c-\nu)w .$$

Without the electric field, $w\propto e^{i\omega_ct-\nu t}$. Electrons turn counterclockwise in the $xy$ plane, and this free motion dies away in a time of order $1/\nu$. What remains is the driven part, $w=Ae^{i\omega t}+Ce^{-i\omega t}$. Matching the two exponentials separately gives

$$i\omega A=-\frac{eE_0}{2m}+(i\omega_c-\nu)A,\qquad
-i\omega C=-\frac{eE_0}{2m}+(i\omega_c-\nu)C,$$

and therefore

$$A=-\frac{eE_0}{2m}\,\frac1{\nu+i(\omega-\omega_c)},\qquad
C=-\frac{eE_0}{2m}\,\frac1{\nu-i(\omega+\omega_c)} .$$

The linear field is a sum of two circular fields, each of amplitude $E_0/2$. The $A$ part turns with the electrons and can stay in step with them. The $C$ part turns against them.

## Absorbed power

The field does work on the electrons at the rate $-ne\,\mathbf E\cdot\mathbf v$ per unit volume, so the average over a period is

$$p=-neE_0\langle\cos\omega t\;v_x\rangle,\qquad v_x=\mathrm{Re}\,w .$$

Write $A=A_r+iA_i$. Then $\mathrm{Re}(Ae^{i\omega t})=A_r\cos\omega t-A_i\sin\omega t$. Its average with $\cos\omega t$ is $A_r/2$, because $\langle\cos^2\omega t\rangle=1/2$ and $\langle\sin\omega t\cos\omega t\rangle=0$. The $C$ term gives $C_r/2$ in the same way. Using $\mathrm{Re}[1/(\nu\pm i\delta)]=\nu/(\nu^2+\delta^2)$,

$$p=\frac{ne^2E_0^2\,\nu}{4m}\left[\frac1{\nu^2+(\omega-\omega_c)^2}+\frac1{\nu^2+(\omega+\omega_c)^2}\right].\tag{1}$$

The factor $1/4$ is one $1/2$ from splitting the cosine and one from the time average.

The energy balance gives the same result by another route. Take the scalar product of the equation of motion with $n\mathbf v$. The magnetic term vanishes, and in the steady oscillation the average of $d(nmv^2/2)/dt$ is zero. This leaves $p=nm\nu\langle v^2\rangle$. Since $v^2=|w|^2$ and the cross terms in $|w|^2$ average to zero,

$$p=nm\nu\left(|A|^2+|C|^2\right),$$

which reproduces (1) on inserting the amplitudes. The magnetic field does no work; it changes the absorption by changing how large the driven velocity becomes. Collisions turn this ordered motion into random electron motion.

## Zero field and the sharp resonance

For $B=0$ the two brackets are equal and

$$p_0=\frac{ne^2E_0^2}{2m}\,\frac{\nu}{\nu^2+\omega^2}.\tag{2}$$

This is small for rare collisions, because the velocity is then almost a quarter period out of phase with the force. It is small again for very frequent collisions, because the velocity itself is small. The maximum over $\nu$ is at $\nu=\omega$.

For $\nu\ll\omega$ and $\omega_c=\omega$, the first bracket is $1/\nu^2$ and the second is about $1/(4\omega^2)$, which is negligible. Then

$$p_{\rm res}\simeq\frac{ne^2E_0^2}{4m\nu},\qquad \frac{p_{\rm res}}{p_0}\simeq\frac{\omega^2}{2\nu^2}.\tag{3}$$

The first bracket falls to half its height at $|\omega-\omega_c|=\nu$, so the full width in $\omega_c$ is $2\nu$. Fewer collisions give a higher and narrower peak. The height stays finite because collisions limit the time for which an electron gains speed in step with the field.

## Where the peak goes in a magnetic scan

Hold $\omega$, $\nu$, $n$ and $E_0$ fixed and vary $B$. Let $F$ be the square bracket in (1), and define

$$a=\nu^2+\omega^2,\qquad S=a+\omega_c^2 .$$

The two denominators are $S-2\omega\omega_c$ and $S+2\omega\omega_c$. Adding the fractions and then replacing $\omega_c^2$ by $S-a$ gives

$$F=\frac{2S}{S^2-4\omega^2\omega_c^2}
=\frac{2S}{S^2-4\omega^2S+4\omega^2a}
=\frac2{D},\qquad D=S-4\omega^2+\frac{4\omega^2a}{S}.$$

The power is greatest where $D$ is least. From

$$\frac{dD}{dS}=1-\frac{4\omega^2a}{S^2},$$

$D$ falls until $S=2\omega\sqrt a$ and rises afterwards. A real magnetic field requires $S\ge a$, with $S=a$ at $B=0$. The minimum lies at nonzero field if $2\omega\sqrt a>a$, or $\sqrt a<2\omega$. Squaring gives $\nu^2+\omega^2<4\omega^2$, so the condition for a peak is

$$\boxed{\nu<\sqrt3\,\omega}\tag{4}$$

When it holds, the peak is at

$$\omega_{c,\rm peak}^2=2\omega\sqrt a-a=\omega^2-(\sqrt a-\omega)^2 .\tag{5}$$

The second form shows that collisions move the peak below the resonant field. There $D=4\omega(\sqrt a-\omega)$, while $F=2/a$ at $B=0$, so

$$\frac{p_{\rm peak}}{p_0}=\frac{a}{4\omega(\sqrt a-\omega)} .\tag{6}$$

At threshold $\sqrt a=2\omega$. The position (5) is then zero and the ratio (6) is one: the peak slides down to $B=0$ and merges with the zero-field value. For $\nu\ge\sqrt3\,\omega$, $D$ rises with $S$ over the whole allowed range, and absorption falls steadily as $B$ increases.

The number $\sqrt3$ also has a graphical meaning. As a function of $\omega_c$, $F$ is the sum of two curves $L(\delta)=1/(\nu^2+\delta^2)$ centred at $\omega_c=\pm\omega$. At $\omega_c=0$ their slopes cancel, and the curvature of each is

$$L''(\delta)=\frac{6\delta^2-2\nu^2}{(\nu^2+\delta^2)^3}\quad\text{at }\delta=\omega .$$

If $3\omega^2>\nu^2$, the sum has a dip at the centre and a peak on either side. If $3\omega^2<\nu^2$, the broadened curves have merged into one hump centred on zero field.

Tuning to $\omega_c=\omega$ stops paying slightly earlier. Setting $\omega_c=\omega$ in (1) and dividing by (2),

$$\frac{p_{\rm res}}{p_0}=\frac{(\nu^2+2\omega^2)(\nu^2+\omega^2)}{\nu^2(\nu^2+4\omega^2)} .\tag{7}$$

The numerator minus the denominator is $\omega^2(2\omega^2-\nu^2)$. Hence for $\sqrt2\,\omega<\nu<\sqrt3\,\omega$ the nominal resonant field absorbs less than zero field, although a weak peak survives at a lower $B$.

## Very frequent collisions

For $\nu\gg\omega$, $\omega$ can be dropped from both denominators in (1), whatever the value of $\omega_c$:

$$p\simeq\frac{ne^2E_0^2}{2m}\,\frac{\nu}{\nu^2+\omega_c^2}.\tag{8}$$

An electron is typically scattered before the field has advanced by an appreciable phase. Rotation with the electrons and rotation against them then have nearly the same effect, and long synchronism cannot build up. The magnetic field still matters when $\omega_c$ is comparable with $\nu$: it turns the drift away from $\mathbf E$ and reduces the work done.

To find the error, put $T=\nu^2+\omega_c^2$, so $S=T+\omega^2$. The ratio of (1) to (8), minus one, is

$$\frac{ST}{S^2-4\omega^2\omega_c^2}-1
=\frac{\omega^2(3\omega_c^2-\nu^2-\omega^2)}{S^2-4\omega^2\omega_c^2}
\simeq\frac{\omega^2}{\nu^2}\,\frac{3x-1}{(1+x)^2},\qquad x=\frac{\omega_c^2}{\nu^2}.$$

The last fraction is $-1$ at $x=0$. Its derivative has the sign of $5-3x$, so it rises to $9/16$ at $x=5/3$ and then falls towards zero. To leading order the relative error is therefore no larger than $(\omega/\nu)^2$. For $\nu=50\omega$ and $\omega_c$ scanned from 0 to $10\nu$, the largest computed error was $1.000\,(\omega/\nu)^2$.

## A frequency scan is different

Equation (1) is unchanged when $\omega$ and $\omega_c$ are exchanged. If $B$ is fixed and $\omega$ is scanned at constant $E_0$, a peak at nonzero frequency therefore exists for

$$\nu<\sqrt3\,\omega_c .$$

Just below this threshold the peak lies near $\omega=0$, so $\nu\gg\omega$ holds at the peak itself. A frequency scan can thus have a weak maximum in a regime where a magnetic scan has none. The statement that frequent collisions remove the cyclotron peak must name the quantity being scanned.

## Worked example: a constant-rate gas at 2.45 GHz

Consider a microwave source early in ignition, with rough values $n=10^8\ \mathrm{cm^{-3}}$, electron temperature 3 eV, gas temperature 300 K and momentum-transfer coefficient $K=10^{-7}\ \mathrm{cm^3/s}$. The peak field is 1 V/cm. These values are held fixed while pressure and $B$ change. The size of $K$ is typical of argon at this temperature, but here it is the same for all electron speeds. The results therefore describe a model gas; the last section says how argon differs.

The wave frequency is $\omega=1.539\times10^{10}\ \mathrm{s^{-1}}$, and $B=mc\omega/e$ gives a resonant field of 875 G. The gas density per Torr is $3.219\times10^{16}\ \mathrm{cm^{-3}}$, so multiplying by $K$ gives $\nu=3.219\times10^9\ \mathrm{s^{-1}}$ per Torr. The threshold pressure is

$$\frac{\sqrt3\,\omega}{3.219\times10^9\ \mathrm{s^{-1}/Torr}}
=\frac{2.666\times10^{10}}{3.219\times10^9}\ \mathrm{Torr}=8.3\ \mathrm{Torr}.$$

**0.05 Torr.** Here $\nu=1.609\times10^8\ \mathrm{s^{-1}}$ and $\nu/\omega=0.0105$. The field is $E_0=3.336\times10^{-3}$ statV/cm, and (3) gives

$$p_{\rm res}=\frac{10^8(4.803\times10^{-10})^2(3.336\times10^{-3})^2}{4(9.109\times10^{-28})(1.609\times10^8)}
\simeq438\ \mathrm{erg/(s\,cm^3)},$$

or $44\ \mathrm{\mu W/cm^3}$. At $B=0$ the power is $0.0096\ \mathrm{\mu W/cm^3}$, smaller by a factor of about 4600. The peak has a full width of 18 G.

**5 Torr.** Now $\nu/\omega=1.0455$ and $\sqrt a/\omega=\sqrt{1+1.0455^2}=1.447$. Equations (5) and (6) give

$$\frac{\omega_{c,\rm peak}}{\omega}=\sqrt{2(1.447)-1.447^2}=0.895,\qquad
\frac{p_{\rm peak}}{p_0}=\frac{1.447^2}{4(0.447)}=1.17 .$$

The peak is at 783 G, and it adds only 17% to the zero-field power of $0.457\ \mathrm{\mu W/cm^3}$.

**50 Torr.** With $\nu/\omega=10.5$ the constant-rate model has no peak. The power is $0.0868\ \mathrm{\mu W/cm^3}$ at zero field and $0.0860\ \mathrm{\mu W/cm^3}$ at 875 G, about 0.9% less. Expanding (7) for large $\nu$ gives a loss of $(\omega/\nu)^2$, also about 0.9%.

The zero-field power is larger at 5 Torr than at either other pressure because $\nu$ is then close to $\omega$, where (2) has its maximum.

## What a real source changes

Suppose a source runs at a much lower pressure than in the example, say 1 mTorr, or at a much higher density, say $10^{11}\ \mathrm{cm^{-3}}$. Several assumptions then fail. One that fails at 1 mTorr is that of cold electrons. For a wave along $\mathbf B$ with vacuum wavenumber $k=\omega/c$, an electron of axial velocity $v_z$ sees a frequency shifted by $kv_z$. The resonant height is then multiplied by the Maxwellian average of $1/[1+(kv_z/\nu)^2]$. This factor is 0.95 at 0.05 Torr but 0.10 at 1 mTorr, so the cold formula overstates the peak there about tenfold, even at ignition density. The vacuum wavenumber is only approximate at 1 mTorr: at $10^8\ \mathrm{cm^{-3}}$ the resonant wave already has a refractive index of about $1.09+0.26i$ and a field decay length of about 7.5 cm, and the factor becomes about 0.09.

At the higher density the wave itself changes. At resonance the co-rotating field drives a current with conductivity $ne^2/(m\nu)$. For propagation along $\mathbf B$, with the wave written as $e^{i(N\omega z/c-\omega t)}$, the squared refractive index for cold electrons is

$$N^2=1+i\,\frac{4\pi ne^2}{m\omega\nu}.$$

At 0.05 Torr the field decay length $c/(\omega\,\mathrm{Im}\,N)$ is 30 cm for $10^8\ \mathrm{cm^{-3}}$, but 0.24 cm for $10^{11}\ \mathrm{cm^{-3}}$. At a sharp edge of the dense plasma most of the co-rotating half is reflected, and what enters is absorbed within a short distance, so the field does not stay linearly polarized. Where the field varies little over the distance $v/\nu$ that an electron moves between collisions, equation (1) can still be used locally by replacing $E_0^2/4$ in each term by the squared amplitude of the corresponding circular field. At 0.05 Torr and 3 eV this distance is about 0.45 cm, so the condition holds at $10^8\ \mathrm{cm^{-3}}$ but fails at $10^{11}\ \mathrm{cm^{-3}}$, where the cold-electron decay length of 0.24 cm is itself too short: for a plane wave in a uniform plasma, thermal motion along $\mathbf B$ raises it to about 0.45 cm, and near a sharp edge the field does not fall exponentially. Total absorbed power also requires a solution for the wave.

A nonuniform magnet limits synchronism too. If $\omega_c$ changes by $\omega$ over a length $\ell$, an electron moving at speed $v$ from the resonance gathers a phase error $\omega vt^2/(2\ell)$. This reaches $\pi$ after $t=\sqrt{2\pi\ell/(\omega v)}$. For $\ell=20$ cm and $v=7.26\times10^7$ cm/s, the thermal speed along one axis, $1/t=0.59\,\nu$ at 0.05 Torr. The gradient then matters, though it does not destroy the resonance: averaged over a Maxwellian, the local peak height is about 0.6 of its uniform-field value.

The collision rate also depends on speed. In a Maxwellian plasma the field disturbs the distribution in proportion to $v$, the current contributes another $v$, and the velocity-space volume contributes $v^2$. The average over speeds is therefore weighted by $v^4$ times the Maxwellian exponential. If $\nu\propto v$ with the same mean rate, the sharp peak is lowered by a factor 0.85, and the threshold moves from $1.73\,\omega$ to a mean rate of $1.96\,\omega$, or from 8.3 to about 9.4 Torr. Argon departs much further from the constant-rate model. Its cross section has a deep minimum near 0.25 eV, the Ramsauer minimum, so slow electrons collide rarely and can stay in resonance when the average electron cannot. An estimate with an approximate argon cross section, a 3 eV Maxwellian and the same mean rate raises the sharp peak by a factor of about 1.7 to 1.9, depending on the cross-section set. At 5 Torr the peak stays at the resonant field and reaches about 2.6 to 2.7 times the zero-field power, far more than the 17% gain of the constant-rate model. Even at 50 Torr the resonant power is some 20 to 27% above the zero-field value. These gains depend on the Maxwellian. For a Druyvesteyn distribution, $f\propto e^{-(\varepsilon/\varepsilon_0)^2}$ in the electron energy $\varepsilon$, with the same mean energy and mean collision rate, the resonant and zero-field powers at 50 Torr agree to about 1%, because $f$ is nearly flat at the low energies where collisions are rare. The sharp peak at 0.05 Torr is then lowered, to about 0.8 of the constant-rate value. Condition (4) should therefore not be used alone to rule out a peak in argon. Equation (1) must be averaged over speeds with the measured cross section and the actual isotropic distribution $f(v)$, using the weight $-v^3\,df/dv$, which for a Maxwellian is the $v^4$ weight above. In the constant-rate model, gas heating also raises the threshold pressure: at 600 K and fixed $K$ it is 17 Torr.

Finally, 1 V/cm is a probing field at 50 Torr. With constant $K$ and the mass of argon atoms, balancing elastic losses alone at 3 eV without a magnetic field would take a peak field of about 60 V/cm, and inelastic losses raise the requirement. At 0.05 Torr and resonance, the oscillation energy is 0.0085 eV, small beside the 3 eV electron temperature, which supports the use of a linear response at a given temperature. It does not show that the temperature stays at 3 eV: the heating there is more than a hundred times the elastic loss, so a steady state relies on inelastic and other losses. The numerical output below lists the values for all three pressures.

## Values computed for the example and the checks

```
wave frequency: 2.45 GHz; w = 1.5394e+10 1/s
electron density: 1.0e+08 cm^-3; Te = 3.0 eV
gas temperature: 300 K; peak field: 1.0 V/cm
peak field, Gaussian: 3.3356e-03 statV/cm
momentum-transfer coefficient: 1.0e-07 cm^3/s
gas density per Torr: 3.219e+16 cm^-3
resonant magnetic field: 875.2 G
0.05 Torr: nu = 1.609e+08 1/s, nu/w = 0.0105
  power at B=0: 9.5682e-03 uW/cm^3
  power at resonant B: 4.3774e+01 uW/cm^3; ratio 4574.9
  peak at 875.2 G: 4.3774e+01 uW/cm^3, 4574.9 times B=0
5.0 Torr: nu = 1.609e+10 1/s, nu/w = 1.0455
  power at B=0: 4.5719e-01 uW/cm^3
  power at resonant B: 5.3167e-01 uW/cm^3; ratio 1.1629
  peak at 783.0 G: 5.3550e-01 uW/cm^3, 1.1713 times B=0
50.0 Torr: nu = 1.609e+11 1/s, nu/w = 10.4550
  power at B=0: 8.6752e-02 uW/cm^3
  power at resonant B: 8.6000e-02 uW/cm^3; ratio 0.99134
  no peak at nonzero B
threshold collision rate: 2.666e+10 1/s
threshold pressure at 300 K: 8.28 Torr
threshold pressure at 600 K: 16.57 Torr
limit formula, max error at nu=50w: 1.000 (w/nu)^2
full width at 0.05 Torr: 18.3 G
thermal speed sqrt(Te/m): 7.264e+07 cm/s
Doppler, 0.001 Torr: k v/nu = 11.588, peak height times 0.101
Doppler, 0.05 Torr: k v/nu = 0.232, peak height times 0.953
nu ~ speed: sharp-peak height times 0.849
nu ~ speed: peak vanishes at mean nu/w = 1.957 (constant nu: 1.732)
resonant wave, 0.05 Torr, n=1e+08 cm^-3: |index| 1.00, field decay 30.38 cm
resonant wave, 0.05 Torr, n=1e+11 cm^-3: |index| 11.33, field decay 0.24 cm
B gradient length 20 cm: dephasing rate/nu at 0.05 Torr = 0.59
oscillation energy at resonance, 0.05 Torr: 8.49e-03 eV
50 Torr, B=0: peak field to balance elastic loss: 60 V/cm
```
